# Third-Harmonic Polarization from a Cubic Dielectric Response

## The problem

A dielectric film has the polarization

$$P=\varepsilon_0\left(\chi_1E+\chi_3E^3\right), \qquad E=E_0\cos\theta, \qquad \theta=\omega t .$$

Here $E_0>0$ is the field amplitude, $\chi_1$ is dimensionless, and $\chi_3$ has the unit of an inverse field squared. Both coefficients are real and constant. The polarization follows the field without delay, the field is a pure sinusoid without a steady part, and powers above the cube are left out.

The cubic term oscillates with peak magnitude

$$P_c=\varepsilon_0|\chi_3|E_0^3 .$$

What fraction of this peak appears as the amplitude of the polarization at $3\omega$? Where does the rest go?

For numbers, take a film 100 nm thick, driven by a voltage of amplitude 1.0 V at 10 kHz, with

$$\chi_1=300,\qquad \chi_3=-450\ \text{(cm/MV)}^2 .$$

These are round model parameters. The negative $\chi_3$ describes a polarization that begins to saturate: it grows more slowly than the field.

## A first estimate by scaling

The third harmonic comes from the cubic term alone, because $\chi_1E$ oscillates at $\omega$. Its amplitude must therefore have the form

$$|P_3|=f\,\varepsilon_0|\chi_3|E_0^3=fP_c ,$$

where $f$ is a pure number. Neither $\chi_1$ nor the frequency can enter $f$: the cubic term contains no $\chi_1$, and for an instantaneous response $\omega$ sets only the time scale. Scaling thus gives the dependence on the drive, $|P_3|\propto E_0^3$, but not the value of $f$.

A guess for $f$ needs the number of frequencies that share the cubic term. A product of three cosines of frequency $\omega$ contains no frequency above $3\omega$. Moreover, half a period later $\cos\theta$ has changed sign, and so has its cube. A constant or a component at $2\omega$ would keep its sign over half a period, so neither can be present. Only $\omega$ and $3\omega$ remain. If they shared the peak equally, $f$ would be $1/2$.

The field amplitude in the example is

$$E_0=\frac{1.0\ \text{V}}{100\ \text{nm}}=10^7\ \text{V/m}=0.100\ \text{MV/cm}.$$

A field of 1 MV/cm multiplied by $\varepsilon_0$ is $0.0885\ \mu\text{C/cm}^2$. The linear amplitude and the cubic peak are then

$$\varepsilon_0\chi_1E_0=0.0885\times300\times0.100 =2.66\ \mu\text{C/cm}^2,$$

$$P_c=0.0885\times450\times(0.100)^3 =0.0398\ \mu\text{C/cm}^2 .$$

Equal sharing would put about $0.020\ \mu\text{C/cm}^2$ at $3\omega$. The cubic peak itself is 1.5 % of the linear amplitude, so the third harmonic is a small signal beside a large one.

## The exact solution

Write the cosine as a sum of two exponentials:

$$\cos\theta=\frac{e^{i\theta}+e^{-i\theta}}{2}.$$

Its cube follows from the binomial expansion:

$$\cos^3\theta=\frac{1}{8}\left(e^{3i\theta}+3e^{i\theta}+3e^{-i\theta}+e^{-3i\theta}\right).$$

The outer pair of exponentials adds to $2\cos3\theta$, and the inner pair to $6\cos\theta$. Hence

$$\cos^3\theta=\frac{2\cos3\theta+6\cos\theta}{8} =\frac34\cos\theta+\frac14\cos3\theta .$$

Multiply by $\varepsilon_0\chi_3E_0^3$ and add the linear term:

$$P=\varepsilon_0\left(\chi_1E_0+\frac34\chi_3E_0^3\right)\cos\theta +\frac14\varepsilon_0\chi_3E_0^3\cos3\theta .$$

The third-harmonic amplitude is therefore

$$|P_3|=\frac14\varepsilon_0|\chi_3|E_0^3=\frac{P_c}{4}.$$

One quarter of the peak goes to $3\omega$. The other three quarters form a contribution at $\omega$, where they change the apparent linear response. At $\theta=0$ both cosines equal one, and the parts add to the full peak: $3/4+1/4=1$.

For the film,

$$P_3=-\frac{0.03984}{4}\ \mu\text{C/cm}^2 =-0.00996\ \mu\text{C/cm}^2 ,$$

or 9.96 nC/cm² in magnitude. The cubic contribution at the fundamental is $-0.0299\ \mu\text{C/cm}^2$, which lowers the total fundamental amplitude from 2.656 to $2.626\ \mu\text{C/cm}^2$. The third harmonic is 0.379 % of this total.

### The sign and the origin of time

The minus sign of $P_3$ comes from $\chi_3<0$. It means that the coefficient of $\cos3\theta$ is negative when the drive is written as a cosine. For a sine drive, replace $\theta$ by $\theta-\pi/2$ in the identity. Then $\cos(\theta-\pi/2)=\sin\theta$ and $\cos(3\theta-3\pi/2)=-\sin3\theta$, so

$$\sin^3\theta=\frac34\sin\theta-\frac14\sin3\theta .$$

The coefficient has changed sign, but its magnitude is still one quarter. At the field maximum, $\theta=\pi/2$, one has $\sin3\theta=-1$, and the two parts again add to one. The sign of a harmonic has a meaning only together with the phase of the drive.

### Amplitude, mean square and current

The quarter is a fraction of an amplitude. For mean squares, use the fact that the product of $\cos\theta$ and $\cos3\theta$ averages to zero over a period, while the square of each averages to $1/2$:

$$\left\langle\cos^6\theta\right\rangle =\frac12\left(\frac{9}{16}+\frac{1}{16}\right)=\frac{5}{16}.$$

The part at $3\omega$ contributes $\tfrac12\cdot\tfrac1{16}=1/32$ to this sum. Its share is $(1/32)/(5/16)=1/10$. The third harmonic thus holds one tenth of the mean square of the cubic term.

An electrical measurement may record the current instead of the charge. The current density due to polarization is $J=dP/dt$, and differentiation multiplies each harmonic by its own frequency. For the cubic term,

$$J_c=-\frac{3\omega}{4}\varepsilon_0\chi_3E_0^3 \left(\sin\theta+\sin3\theta\right).$$

In the current the cubic term contributes equally at $\omega$ and $3\omega$: the factor 3 from the derivative makes up for the ratio of 3 between the polarization amplitudes. In the example, the third-harmonic current amplitude is $3\omega|P_3|=1.88\times10^{-3}$ A/cm².

## Comparison of the estimate with the solution

The scaling $|P_3|\propto E_0^3$ is confirmed, and the number left open is $f=1/4$. Equal sharing gave $0.020\ \mu\text{C/cm}^2$, twice the correct $0.00996\ \mu\text{C/cm}^2$.

The expansion shows why the sharing is unequal. Cubing $e^{i\theta}+e^{-i\theta}$ gives eight products. Two of them, with all three factors alike, oscillate at $3\omega$. The other six have one factor unlike the other two, so that one pair of phases cancels and the frequency $\omega$ remains. Two out of eight is one quarter. Equal sharing counted the frequencies but not the number of ways to reach each of them.

## Where the cubic law stops being enough

### Higher powers of the field

The fraction $1/4$ is exact for the stated polynomial. A real polarization has further terms, whose size requires a model. A simple saturation law is

$$E=\frac{y}{\chi_1}+cy^3,\qquad y=\frac{P}{\varepsilon_0},\qquad c>0 .$$

To obtain $y$ as a series in $E$, insert $y=\chi_1E+\chi_3E^3+\chi_5E^5+\dots$, for which

$$y^3=\chi_1^3E^3+3\chi_1^2\chi_3E^5+\dots$$

The left side of the law contains only the first power of $E$, so the coefficients of $E^3$ and $E^5$ on the right must vanish:

$$\frac{\chi_3}{\chi_1}+c\chi_1^3=0 \quad\Rightarrow\quad \chi_3=-c\chi_1^4,$$

$$\frac{\chi_5}{\chi_1}+3c\chi_1^2\chi_3=0 \quad\Rightarrow\quad \chi_5=-3c\chi_1^3\chi_3=\frac{3\chi_3^2}{\chi_1}.$$

The last form uses $c=-\chi_3/\chi_1^4$. The fifth power of the cosine also reaches $3\omega$. Of its 32 products of exponentials, five have frequency $+3\omega$ and five $-3\omega$, so it contains $(10/32)\cos3\theta=(5/16)\cos3\theta$. Relative to the cubic result, the third harmonic changes by

$$\frac{(5/16)\chi_5E_0^5}{(1/4)\chi_3E_0^3} =\frac54\,\frac{\chi_5E_0^2}{\chi_3} =\frac{15}{4}\,\frac{\chi_3E_0^2}{\chi_1}.$$

For the film $\chi_3E_0^2/\chi_1=-0.015$, and the change is $-5.6$ %. Solving the saturation law numerically over the whole cycle gives $-5.3$ %; the difference comes from the seventh and higher powers. The correction is larger than the 1.5 % ratio of cubic peak to linear amplitude might suggest, because of the factor $15/4$.

The correction shrinks as $E_0^2$, so the cubic scaling should emerge at weak drive. In the same saturation law, doubling the field amplitude from 0.005 to 0.010 MV/cm multiplies the third harmonic by 7.9966, close to the factor $2^3=8$.

At strong fields the truncated polynomial fails altogether. Its slope, $\varepsilon_0(\chi_1+3\chi_3E^2)$, vanishes at $E=\sqrt{300/(3\times450)}\approx0.47$ MV/cm. Beyond that field it predicts a polarization that falls as the field rises. The saturation law has no such turning point: at a static field of 0.5 MV/cm its differential susceptibility is still positive, 42 % below the zero-field value.

### A steady field

Electrodes of different materials can leave a built-in field $E_b$. With $E=E_b+E_0\cos\theta$,

$$E^3=E_b^3+3E_b^2E_0\cos\theta+3E_bE_0^2\cos^2\theta+E_0^3\cos^3\theta .$$

Since $\cos^2\theta=(1+\cos2\theta)/2$, a second harmonic of amplitude $(3/2)\varepsilon_0|\chi_3E_b|E_0^2$ appears. The third harmonic still comes from the last term alone, so the bias leaves it unchanged at cubic order. The ratio of the two is

$$\frac{|P_2|}{|P_3|}=\frac{(3/2)|E_b|E_0^2}{(1/4)E_0^3} =\frac{6|E_b|}{E_0}.$$

An assumed built-in voltage of 0.10 V gives $E_b=0.010$ MV/cm and a ratio of 0.60. A bias of one tenth of the drive amplitude thus produces a second harmonic more than half as large as the third.

### Delay

Suppose that friction opposes the change of polarization:

$$\frac{1}{\chi_1}\left(\delta\frac{dy}{d\theta}+y\right)+cy^3=E .$$

For weak fields, first drop the cubic term and write $y=\operatorname{Re}(Ae^{i\theta})$. The derivative gives a factor $i$, so $A=\chi_1E_0/(1+i\delta)$. The number $\delta$ is the ratio of the lossy to the in-phase part of the linear susceptibility. Because $\chi_1\gg1$, it is nearly the loss tangent of the film.

The cube of this linear solution has the complex amplitude $A^3/4$ at $3\omega$, where the derivative gives $3i$. The third-harmonic amplitude $Y_3$ of $y$ therefore obeys

$$\frac{1+3i\delta}{\chi_1}Y_3=-\frac{cA^3}{4} \quad\Rightarrow\quad Y_3=\frac{\chi_3E_0^3}{4}\, \frac{1}{(1+i\delta)^3(1+3i\delta)},$$

where $-c\chi_1^4=\chi_3$ was used. Three factors describe the lag of the fundamental that is cubed, and one the lag of the response at $3\omega$. For small $\delta$ the total phase lag is $3\delta+3\delta=6\delta$. With an assumed $\delta=0.010$ this is 0.06 rad, or 3.4°, while the magnitude falls by only 0.06 %. In this friction model, delay shows itself in the phase of the third harmonic long before it spoils the quarter. These numbers depend on the loss mechanism, because friction makes the loss grow in proportion to frequency, whereas real films at kilohertz frequencies often have a nearly constant loss tangent. For $\chi\propto(i\omega)^{-n}$ with $n\approx2\delta/\pi$, each of the four factors lags by $\delta$, so the lag is $4\delta$, or 2.3°, and the magnitude falls by the factor $3^{-n}$, about 0.7 %. A linear loss in parallel with the nonlinear polarization gives no lag at $3\omega$ at all. A measured loss tangent alone therefore does not fix the phase of the third harmonic.

### An impure source

If the applied field already contains a third harmonic, $E=E_0(\cos\theta+s\cos3\theta)$, the large linear response passes it on with amplitude $\varepsilon_0\chi_1sE_0$. Relative to the wanted signal this is

$$\frac{\chi_1sE_0}{\chi_3E_0^3/4}=\frac{4s}{\chi_3E_0^2/\chi_1}.$$

An assumed impurity of $s=10^{-4}$, or 0.010 %, gives $4\times10^{-4}/(-0.015)=-2.7$ %. The cubic term adds a small part of its own. To first order in $s$ it contains $3s\cos^2\theta\cos3\theta$, whose component at $3\omega$ is $3s/2$; compared with $1/4$ this is $6s=0.06$ %. The sum is $-2.6$ %. An impurity of opposite phase would reverse the sign. At fixed $s$ this error grows as $1/E_0^2$ when the drive is lowered, whereas the error from higher powers falls as $E_0^2$. Changing the drive therefore reduces one of these errors at the cost of the other.

## The model beside a real film

The parameters are meant to lie in the regime of paraelectric barium strontium titanate films, which serve in voltage-tunable capacitors. A relative permittivity of a few hundred and a drop of some tens of percent at about half a megavolt per centimetre are rough typical values for such films; the model's 300 and 42 % fit this picture. In the paraelectric phase, inversion symmetry excludes an $E^2$ term in the bulk. The coefficients here describe the whole film, including any thin layers at the electrodes. The frequency of 10 kHz suits a laboratory measurement and is far below the radio and microwave frequencies at which these capacitors are used.

The assumption of constant coefficients is easily broken by temperature. If $c$ is held fixed, $\chi_3=-c\chi_1^4$ makes the third harmonic at given weak drive proportional to $\chi_1^4$. With an assumed drift of $-0.20$ %/K, warming by 10 K lowers $\chi_1$ by 2 % and the weak-drive third harmonic by 7.8 %; at the drive of the example the saturation law gives 7.5 %. This is the largest of the changes in the magnitude $|P_3|$ estimated here, followed by the 5.3 % from saturation. Neither alters the identity for $\cos^3\theta$: temperature changes the cubic peak itself, and saturation adds terms beyond it. A film with remaining ferroelectric hysteresis would violate a stronger assumption, that $P$ is a single-valued function of $E$, and the present estimates do not cover it.

Other effects are small for the chosen numbers. The dielectric loss heats the film by about $4\times10^{-5}$ K if the heat flows straight through a substrate 0.5 mm thick with a conductivity of 100 W/(m K). Ideal thermionic emission over an assumed barrier of 1.0 eV at 300 K, with the barrier lowered by the image force, gives a leakage of order $10^{-9}$ A/cm² at the peak field, about a millionth of the third-harmonic current. This figure uses the mean field. A thin layer of low permittivity at the electrode carries a larger field, and a tenfold field would raise the leakage to about $10^{-7}$ A/cm², still below $10^{-4}$ of the third-harmonic current. The figure also depends exponentially on the barrier, and conduction through defects could exceed it. The peak field is one tenth of an assumed breakdown field of 1 MV/cm. The numerical output below lists these values with their inputs.

## Calculated quantities

```
INPUTS (round model values)
film thickness: 100 nm
voltage amplitude: 1.0 V
frequency: 10 kHz
field amplitude E0: 0.100 MV/cm
chi1: 300 (dimensionless)
chi3: -450 (cm/MV)^2
MAIN RESULT
linear polarization amplitude: 2.6563 uC/cm2
cubic-term peak magnitude: 0.03984 uC/cm2
cubic part at fundamental, signed: -0.02988 uC/cm2
third harmonic, signed: -0.00996 uC/cm2
third harmonic magnitude: 9.96 nC/cm2
total fundamental amplitude: 2.6264 uC/cm2
fundamental / cubic peak: 0.750000
third harmonic / cubic peak: 0.250000
third / total fundamental: 0.379 %
sine-drive third coefficient: -0.250000
mean square of cos^3: 0.312500
third-harmonic mean-square share: 10.00 %
P3 ratio on doubling weak drive: 7.9966
NEGLECTED EFFECTS (rough auxiliary inputs)
P3 change from full saturation law: -5.29 %
leading saturation estimate: -5.63 %
static test field: 0.5 MV/cm
susceptibility drop at static field: 42.1 %
assumed loss tangent: 0.010
P3 magnitude change from delay: -0.061 %
P3 phase lag: 3.44 degrees
assumed built-in bias: 0.10 V
built-in field: 0.010 MV/cm
second / third harmonic with bias: 0.600
assumed source third harmonic: 0.010 %
P3 change from source impurity: -2.61 %
assumed chi1 drift: -0.20 %/K
assumed temperature change: 10 K
P3 change from temperature: -7.76 %
substrate thickness: 0.5 mm
substrate conductivity: 100 W/(m K)
self-heating across substrate: 4.17e-05 K
assumed injection barrier: 1.0 eV
assumed optical permittivity: 5.0
film temperature: 300 K
barrier lowering: 0.0537 eV
thermionic leakage at peak field: 1.37e-09 A/cm2
third-harmonic current amplitude: 1.88e-03 A/cm2
assumed breakdown field: 1.0 MV/cm
peak field / breakdown field: 0.100
```
